# Emissivity-Corrected Pyrometry of Opaque Specular Wafers and Its Low-Emissivity Instability: test program

```python
"""
Result under test: an opaque specular wafer has emissivity e = 1 - R, so
    theta = w / log(1 + (1-R) w^3 / (4 pi^3 c^2 L)),
and independent radiance and reflectance noise gives
    (sigma_T/T)^2 = a^2 [(sigma_L/L)^2 + (sigma_R/(1-R))^2].
Atomic units: w photon energy, theta = k_B T, c light speed, L radiance per
angular frequency, R reflectance, x = w/theta, a = (1-exp(-x))/x.
Lengths in the optical stack are in nm. Refractive indices are n + i k.
The example has round parameters, not measured material data.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import ndtr

HARTREE_J = sc.physical_constants["Hartree energy"][0]
HARTREE_EV = HARTREE_J / sc.e
BOHR_M = sc.physical_constants["Bohr radius"][0]
TIME_S = sc.physical_constants["atomic unit of time"][0]
KELVIN = sc.k / HARTREE_J
C_AU = 1 / sc.alpha


def planck(w, theta):
    return w**3 / (4 * np.pi**3 * C_AU**2) / np.expm1(w / theta)


def invert(radiance, emissivity, w):
    return w / np.log1p(emissivity * w**3 /
                        (4 * np.pi**3 * C_AU**2 * radiance))


def sensitivity(x):
    return -np.expm1(-x) / x


def reflectance(k0, layers, substrate):
    """Admittance recursion; layers run from the surface downward."""
    admittance = substrate
    for index, thickness in reversed(layers):
        phase = k0 * index * thickness
        co, si = np.cos(phase), np.sin(phase)
        admittance = ((admittance * co - 1j * index * si) /
                      (co - 1j * admittance * si / index))
    return abs((1 - admittance) / (1 + admittance))**2


def source_emissivity(k0, layers, substrate, depth=8000.0, step=2.0):
    """Sum power sent into vacuum by a current source in every slice."""
    cells = []
    for index, thickness in layers + [(substrate, depth)]:
        cells += [index**2] * int(round(thickness / step))
    cells = np.array(cells, dtype=complex)
    size = len(cells) + 1
    cell_weight = np.zeros(size, dtype=complex)
    cell_weight[:-1] += step * cells / 2
    cell_weight[1:] += step * cells / 2
    bands = np.zeros((3, size), dtype=complex)
    bands[0, 1:] = 1 / step
    bands[2, :-1] = 1 / step
    bands[1] = -2 / step + k0**2 * cell_weight
    bands[1, 0] += 1 / step + 1j * k0
    bands[1, -1] += 1 / step + 1j * k0 * substrate
    sources = np.nonzero(cell_weight.imag > 0)[0]
    total = 0.0
    for start in range(0, len(sources), 400):
        group = sources[start:start + 400]
        rhs = np.zeros((size, len(group)), dtype=complex)
        rhs[group, np.arange(len(group))] = -1
        surface_field = solve_banded((1, 1), bands, rhs)[0]
        total += np.sum(4 * k0**3 * cell_weight[group].imag *
                        abs(surface_field)**2)
    return total


# Model inputs
temperature = 1000.0
photon_ev = 1.30
band_ev = 0.010
high, low, substrate = 3.6 + 0.01j, 3.0 + 0j, 3.7 + 0.1j
etendue_m2sr = 1e-9
efficiency = 0.10
exposure_s = 0.10
added_counts = 2000.0
sigma_r = 0.002
coarse_sigma_r = 0.010

w = photon_ev / HARTREE_EV
theta = temperature * KELVIN
x = w / theta
a = sensitivity(x)
blackbody = planck(w, theta)
k0 = w / C_AU / (BOHR_M * 1e9)
high_nm = np.pi / (2 * k0 * high.real)
low_nm = np.pi / (2 * k0 * low.real)


def mirror(pairs):
    return [(high, high_nm), (low, low_nm)] * pairs


def read_kelvin(radiance, emissivity):
    return invert(radiance, emissivity, w) / KELVIN


# Planck normalization against the independently supplied SI constant
flux = np.pi * quad(lambda q: planck(q, theta), 0, 50 * theta,
                    epsabs=0, epsrel=1e-10)[0]
flux_si = flux * HARTREE_J / (TIME_S * BOHR_M**2)
assert np.isclose(flux_si, sc.sigma * temperature**4, rtol=1e-7)

# Direct thermal emission against reflectance, including a matched absorber.
# The tolerance covers the finite grid and the finite absorbing depth.
source_checks = []
for pairs, base in [(0, 1 + 0.1j), (0, substrate), (5, substrate),
                    (10, substrate)]:
    grid_layers = [(high, 66.0), (low, 80.0)] * pairs
    emitted = source_emissivity(k0, grid_layers, base)
    expected = 1 - reflectance(k0, grid_layers, base)
    assert np.isclose(emitted, expected, rtol=5e-3)
    source_checks.append((emitted, expected))


# Root finding supplies the inverse and its derivatives independently
def root_theta(radiance, emissivity, energy, guess):
    return brentq(lambda q: np.log(emissivity * planck(energy, q) / radiance),
                  guess / 3, guess * 3, xtol=1e-15, rtol=1e-13)


for test_x in (1.0, x):
    energy = test_x * theta
    for emissivity in (0.7, 0.02):
        signal = emissivity * planck(energy, theta)
        assert np.isclose(invert(1.1 * signal, emissivity, energy),
                          root_theta(1.1 * signal, emissivity, energy, theta),
                          rtol=1e-10)
        h = 1e-4
        slope_l = (root_theta(signal * np.exp(h), emissivity, energy, theta) -
                   root_theta(signal * np.exp(-h), emissivity, energy, theta))
        slope_l /= 2 * h * theta
        h = 1e-5
        slope_r = (root_theta(signal, emissivity - h, energy, theta) -
                   root_theta(signal, emissivity + h, energy, theta))
        slope_r /= 2 * h * theta
        assert np.isclose(slope_l, sensitivity(test_x), rtol=1e-5)
        assert np.isclose(slope_r, sensitivity(test_x) / emissivity, rtol=1e-5)

# Second-order bias against Gaussian quadrature at small relative noise
nodes, weights = np.polynomial.hermite_e.hermegauss(30)
weights = weights / np.sqrt(2 * np.pi)
for test_x in (1.0, x):
    energy = test_x * theta
    u = 0.01
    relative = invert(planck(energy, theta), 1 + u * nodes, energy) / theta
    mean_shift = np.sum(weights * (relative - 1))
    test_a = sensitivity(test_x)
    predicted = test_a * u**2 * (1 + 2 * test_a - np.exp(-test_x)) / 2
    assert np.isclose(mean_shift, predicted, rtol=0.01)

# Expected blackbody counts in one exposure
blackbody_counts = (blackbody / w * band_ev / HARTREE_EV *
                    etendue_m2sr / BOHR_M**2 * exposure_s / TIME_S *
                    efficiency)
radiance_per_count = blackbody / blackbody_counts
rng = np.random.default_rng(271828)


def noise_parts(emissivity):
    signal = emissivity * blackbody_counts
    return a * temperature * np.array([1 / np.sqrt(signal),
                                      added_counts / signal,
                                      sigma_r / emissivity])


def simulate(emissivity, reflectance_noise, samples=200000):
    counts = (rng.poisson(emissivity * blackbody_counts, samples) +
              rng.normal(0, added_counts, samples))
    estimate = emissivity + rng.normal(0, reflectance_noise, samples)
    readings = np.full(samples, np.inf)
    valid = (estimate > 0) & (counts > 0)
    readings[valid] = read_kelvin(counts[valid] * radiance_per_count,
                                  estimate[valid])
    return readings


one_sigma_levels = [ndtr(-1), ndtr(1)]
rows = []
for pairs in (0, 5, 10, 20):
    r = reflectance(k0, mirror(pairs), substrate)
    e = 1 - r
    parts = noise_parts(e)
    total = np.linalg.norm(parts)
    lower, upper = np.quantile(simulate(e, sigma_r), one_sigma_levels)
    spread = (upper - lower) / 2
    # Allows sampling error and the small cubic term at low emissivity
    assert np.isclose(spread, total, rtol=0.03)
    rows.append((pairs, r, e, e * blackbody_counts, parts, total, spread))

# Emissivity needed for a chosen standard deviation
tolerance_k = 1.0
s = tolerance_k / (a * temperature)
q = (added_counts / blackbody_counts)**2 + sigma_r**2
minimum_e = (1 / blackbody_counts +
             np.sqrt(1 / blackbody_counts**2 + 4 * s**2 * q)) / (2 * s**2)
threshold_spread = np.std(simulate(minimum_e, sigma_r))
assert np.isclose(threshold_spread, tolerance_k, rtol=0.02)

# Coarse reflectometer on the least emissive stack
bare_e, low_e = rows[0][2], rows[-1][2]
coarse = simulate(low_e, coarse_sigma_r)
failure = ndtr(-low_e / coarse_sigma_r)
sample_failure = np.mean(np.isinf(coarse))
assert abs(sample_failure - failure) < 5 * np.sqrt(
    failure * (1 - failure) / len(coarse))
coarse_limits = read_kelvin(low_e * blackbody,
                            low_e + np.array([1, -1]) * coarse_sigma_r)
sample_limits = np.quantile(coarse, one_sigma_levels)
assert np.allclose(sample_limits, coarse_limits, atol=2.5, rtol=0)

# Near zero estimated emissivity each decade adds an equal amount to the mean
density_zero = np.exp(-0.5 * (low_e / coarse_sigma_r)**2) / (
    coarse_sigma_r * np.sqrt(2 * np.pi))


def mean_integrand(log_estimate):
    estimate = np.exp(log_estimate)
    density = np.exp(-0.5 * ((estimate - low_e) / coarse_sigma_r)**2)
    density /= coarse_sigma_r * np.sqrt(2 * np.pi)
    return read_kelvin(low_e * blackbody, estimate) * density * estimate


decade_prediction = (w / KELVIN * low_e / np.expm1(x) *
                     density_zero * np.log(10))
for power in (-11, -13):
    decade = quad(mean_integrand, np.log(low_e * 10.0**(power - 1)),
                  np.log(low_e * 10.0**power), epsabs=0, epsrel=1e-9)[0]
    assert np.isclose(decade, decade_prediction, rtol=1e-3)


# Systematic errors through the full inverse
def gain_shift(e, gain):
    return read_kelvin(e * blackbody * (1 + gain),
                       1 - (1 - e) * (1 + gain)) - temperature


def scatter_shift(e, missed):
    return read_kelvin(e * blackbody, e + missed) - temperature


def stray_shift(e, fraction, hot_k):
    stray = (1 - e) * fraction * planck(w, hot_k * KELVIN)
    return read_kelvin(e * blackbody + stray, e) - temperature


def band_shift(pairs):
    energies = np.linspace(photon_ev - band_ev / 2,
                           photon_ev + band_ev / 2, 201) / HARTREE_EV
    reflected = np.array([reflectance(k0 * energy / w, mirror(pairs), substrate)
                          for energy in energies])
    photon_signal = (1 - reflected) * planck(energies, theta) / energies
    width = energies[-1] - energies[0]
    mean_signal = np.trapezoid(photon_signal, energies) / width \
        if hasattr(np, "trapezoid") else np.trapz(photon_signal, energies) / width
    mean_r = np.trapezoid(reflected, energies) / width \
        if hasattr(np, "trapezoid") else np.trapz(reflected, energies) / width
    return read_kelvin(mean_signal * w, 1 - mean_r) - temperature


for e in (bare_e, low_e):
    tiny = 1e-6
    assert np.isclose(gain_shift(e, tiny), a * temperature * tiny / e, rtol=2e-3)
    assert np.isclose(scatter_shift(e, tiny), -a * temperature * tiny / e,
                      rtol=2e-3)
    stray_ratio = planck(w, 800 * KELVIN) / blackbody
    assert np.isclose(stray_shift(e, tiny, 800),
                      a * temperature * tiny * (1 - e) * stray_ratio / e,
                      rtol=2e-3)

gain, missed, stray_fraction, hot_part = 0.001, 0.001, 0.01, 800.0
window_loss = 0.01
window_shift = read_kelvin(low_e * blackbody * (1 - window_loss),
                           low_e) - temperature
wafer_mm, conductivity = 0.60, 10.0
wafer_drop = sc.sigma * temperature**4 * wafer_mm * 1e-3 / conductivity
log_transmission = -2 * k0 * substrate.imag * wafer_mm * 1e6 / np.log(10)
fixed_reading = read_kelvin(low_e * blackbody, bare_e)
relative_r_noise = sigma_r / low_e
bias = (a * temperature * relative_r_noise**2 *
        (1 + 2 * a - np.exp(-x)) / 2)

print(f"Wafer temperature: {temperature:.0f} K")
print(f"Photon energy; full bandwidth: {photon_ev:.2f}; {band_ev:.3f} eV")
print(f"High index n, k: {high.real:.1f}, {high.imag:.2f} (no unit)")
print(f"Low index n, k: {low.real:.1f}, {low.imag:.2f} (no unit)")
print(f"Substrate n, k: {substrate.real:.1f}, {substrate.imag:.2f} (no unit)")
print(f"High; low layer thickness: {high_nm:.2f}; {low_nm:.2f} nm")
print(f"x = w/theta: {x:.3f} (no unit)")
print(f"Sensitivity a: {a:.5f} (no unit)")
print(f"a*T: {a*temperature:.2f} K per unit log radiance")
print(f"Etendue: {etendue_m2sr*1e6:.3f} mm2 sr")
print(f"Exposure: {exposure_s:.2f} s; efficiency: {efficiency:.2f}")
print(f"Blackbody signal: {blackbody_counts:.3e} counts")
print(f"Additive noise: {added_counts:.0f} counts")
print(f"Reflectance noise: {sigma_r:.3f} (absolute)")
print("Source-sum emissivity; 1-R (no unit):")
for label, values in zip(("matched", "bare", "5 pairs", "10 pairs"),
                         source_checks):
    print(f"  {label}: {values[0]:.5f}; {values[1]:.5f}")
print("Pairs; R; emissivity; signal counts:")
for row in rows:
    print(f"  {row[0]:2d}; {row[1]:.5f}; {row[2]:.5f}; {row[3]:.3e}")
print("Pairs; shot, additive, reflectance noise (K):")
for row in rows:
    print(f"  {row[0]:2d}; {row[4][0]:.3f}, {row[4][1]:.3f}, {row[4][2]:.3f}")
print("Pairs; total sigma, simulated half-width (K):")
for row in rows:
    print(f"  {row[0]:2d}; {row[5]:.3f}, {row[6]:.3f}")
print(f"Minimum emissivity for {tolerance_k:.1f} K: {minimum_e:.4f}")
print(f"Simulated sigma at that emissivity: {threshold_spread:.3f} K")
print(f"20 pairs, fixed bare-wafer emissivity: {fixed_reading:.1f} K")
print(f"20 pairs, formal second-order bias: {bias:.3f} K")
print(f"Coarse reflectance noise: {coarse_sigma_r:.3f} (absolute)")
print(f"Coarse failure, theory: {100*failure:.2f} percent")
print(f"Coarse failure, simulated: {100*sample_failure:.2f} percent")
print(f"Coarse 16-84% limits: {coarse_limits[0]:.1f}, {coarse_limits[1]:.1f} K")
print(f"Simulated limits: {sample_limits[0]:.1f}, {sample_limits[1]:.1f} K")
print(f"Mean-tail term per decade: {decade_prediction:.2e} K")
print("Systematic shifts: bare; 20 pairs (K)")
print(f"  common gain +{100*gain:.1f}%: {gain_shift(bare_e,gain):.3f}; "
      f"{gain_shift(low_e,gain):.3f}")
print(f"  missed scatter {missed:.3f}: {scatter_shift(bare_e,missed):.3f}; "
      f"{scatter_shift(low_e,missed):.3f}")
print(f"  {hot_part:.0f} K part, {100*stray_fraction:.0f}% of view: "
      f"{stray_shift(bare_e,stray_fraction,hot_part):.3f}; "
      f"{stray_shift(low_e,stray_fraction,hot_part):.3f}")
print(f"  finite bandwidth: {band_shift(0):.3f}; {band_shift(20):.3f}")
print(f"Window loss {100*window_loss:.0f}%: {window_shift:.3f} K")
print(f"Wafer: {wafer_mm:.2f} mm; conductivity: {conductivity:.0f} W/(m K)")
print(f"Front-back drop, black-face flux: {wafer_drop:.2f} K")
print(f"Log10 substrate transmission: {log_transmission:.0f} (no unit)")
print("finished without a failed check")
```

It prints:

```
Wafer temperature: 1000 K
Photon energy; full bandwidth: 1.30; 0.010 eV
High index n, k: 3.6, 0.01 (no unit)
Low index n, k: 3.0, 0.00 (no unit)
Substrate n, k: 3.7, 0.10 (no unit)
High; low layer thickness: 66.23; 79.48 nm
x = w/theta: 15.086 (no unit)
Sensitivity a: 0.06629 (no unit)
a*T: 66.29 K per unit log radiance
Etendue: 0.001 mm2 sr
Exposure: 0.10 s; efficiency: 0.10
Blackbody signal: 1.493e+07 counts
Additive noise: 2000 counts
Reflectance noise: 0.002 (absolute)
Source-sum emissivity; 1-R (no unit):
  matched: 0.99748; 0.99751
  bare: 0.66978; 0.66968
  5 pairs: 0.17014; 0.16997
  10 pairs: 0.04219; 0.04213
Pairs; R; emissivity; signal counts:
   0; 0.33032; 0.66968; 9.995e+06
   5; 0.83006; 0.16994; 2.536e+06
  10; 0.95766; 0.04234; 6.319e+05
  20; 0.98357; 0.01643; 2.453e+05
Pairs; shot, additive, reflectance noise (K):
   0; 0.021, 0.013, 0.198
   5; 0.042, 0.052, 0.780
  10; 0.083, 0.210, 3.131
  20; 0.134, 0.541, 8.068
Pairs; total sigma, simulated half-width (K):
   0; 0.200, 0.199
   5; 0.783, 0.781
  10; 3.140, 3.137
  20; 8.087, 8.113
Minimum emissivity for 1.0 K: 0.1330
Simulated sigma at that emissivity: 0.999 K
20 pairs, fixed bare-wafer emissivity: 802.7 K
20 pairs, formal second-order bias: 0.556 K
Coarse reflectance noise: 0.010 (absolute)
Coarse failure, theory: 5.02 percent
Coarse failure, simulated: 5.07 percent
Coarse 16-84% limits: 969.5, 1066.3 K
Simulated limits: 969.5, 1066.2 K
Mean-tail term per decade: 1.66e-03 K
Systematic shifts: bare; 20 pairs (K)
  common gain +0.1%: 0.099; 4.175
  missed scatter 0.001: -0.099; -3.901
  800 K part, 1% of view: 0.008; 0.908
  finite bandwidth: 0.028; 0.068
Window loss 1%: -0.666 K
Wafer: 0.60 mm; conductivity: 10 W/(m K)
Front-back drop, black-face flux: 3.40 K
Log10 substrate transmission: -343 (no unit)
finished without a failed check
```
